# The Cubic Law of Thermal Boundary Conductance for Debye Phonons: verification in Python

```python
"""
Result under test: low-temperature thermal boundary conductance of Debye solids
    h = pi^2 k^4 T^3 / (30 hbar^3) * sum_j t_j / v_j^2
v_j : sound speed of branch j on the emitting side (one L and two T branches)
t_j : flux-averaged transmission, 2 * integral_0^1 mu alpha_j(mu) d(mu)
T   : temperature of the phonons arriving at the interface
S   : sum of 1/v_j^2 over the three branches of one solid
Material data are rough typical values for silicon and sapphire.
"""
import numpy as np
from scipy.constants import hbar, k as kB, pi
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import unitary_group

prefactor = pi**2 * kB**4 / (30 * hbar**3)


def conductance(T, transmissions, speeds):
    return prefactor * T**3 * sum(t / v**2 for t, v in zip(transmissions, speeds))


def kernel(x):
    """x^4 e^x/(e^x-1)^2, the spectral weight of the conductance."""
    return x**4 / (4 * np.sinh(x / 2)**2) if x > 0 else 0.0


# ---- Inputs of the example ----
vL_si, vT_si, rho_si = 9.0e3, 5.3e3, 2330.0
vL_sa, vT_sa, rho_sa = 10.9e3, 6.4e3, 3980.0
T0 = 4.0
heat_flux = 1.0e3             # W/m^2, equal to 1 mW/mm^2
film = 100e-9
lattice_si = 0.543e-9
edge_frequency = 4.5e12       # Hz, transverse zone edge of silicon
C11, C12, C44 = 166e9, 64e9, 80e9

# ---- Bose integrals ----
bose3 = quad(lambda x: x**3 / np.expm1(x) if x > 0 else 0.0, 0, 80)[0]
bose4 = quad(kernel, 0, 80)[0]
assert abs(bose3 / (pi**4 / 15) - 1) < 1e-8
assert abs(bose4 / (4 * pi**4 / 15) - 1) < 1e-8

# ---- Explicit sum over wavevectors in a box, angle-dependent transmission ----
n_grid = 150
dk = 0.16 * kB * T0 / (hbar * vT_si)
k1 = (np.arange(n_grid) + 0.5) * dk
k_abs = np.sqrt(k1[:, None, None]**2 + k1[None, :, None]**2 + k1[None, None, :]**2)
mu_grid = k1[None, None, :] / k_abs
alpha_L = lambda m: 0.3 + 0.5 * m
alpha_T = lambda m: 0.2 + 0.6 * m**2


def box_flux(T, v, alpha_values):
    """Transmitted flux; the factor 4 restores all signs of kx and ky."""
    energy = hbar * v * k_abs
    terms = energy * v * mu_grid * alpha_values / np.expm1(energy / (kB * T))
    return 4 * terms.sum() * dk**3 / (2 * pi)**3


box_h = {}
box_error = 0.0
for name, v, alpha in (("L", vL_si, alpha_L), ("T", vT_si, alpha_T)):
    t_mean = 2 * quad(lambda m: m * alpha(m), 0, 1)[0]
    alpha_values = alpha(mu_grid)
    for T in (4.0, 5.0):
        d = 0.01
        h_sum = (box_flux(T + d, v, alpha_values)
                 - box_flux(T - d, v, alpha_values)) / (2 * d)
        box_h[name, T] = h_sum
        error = abs(h_sum / conductance(T, [t_mean], [v]) - 1)
        box_error = max(box_error, error)
# The finite wavevector step limits the sum to roughly one part in a thousand.
assert box_error < 3e-3
box_exponent = np.log(box_h["T", 5.0] / box_h["T", 4.0]) / np.log(5 / 4)
assert abs(box_exponent - 3) < 0.01
del k_abs, mu_grid, alpha_values

# ---- A transmission rising as frequency squared must break the cubic law ----


def rising_h(T):
    w0 = kB * T0 / hbar
    f = lambda y: (y**2 * kernel(y * T0 / T) * (T / T0)**4 / T**2
                   * T0**2 * (T0 / T)**2 * (T / T0)**2)
    # hbar*w^3*dn/dT is proportional to kernel(x)*T^2 for x = hbar*w/(kB*T)
    f = lambda y: y**2 * kernel(y * T0 / T) * (T / T0)**2
    return w0 * quad(f, 0, 100)[0]


rising_exponent = np.log(rising_h(4.4) / rising_h(4.0)) / np.log(1.1)
assert abs(rising_exponent - 5) < 1e-4

# ---- Diffuse mismatch: closure checked with random unitary scattering ----
S_si = 1 / vL_si**2 + 2 / vT_si**2
S_sa = 1 / vL_sa**2 + 2 / vT_sa**2
t_si = S_sa / (S_si + S_sa)
t_sa = S_si / (S_si + S_sa)
n_si, n_sa = round(S_si * 1e9), round(S_sa * 1e9)
U = unitary_group.rvs(n_si + n_sa, size=20, random_state=1)
P = np.mean(np.abs(U)**2, axis=0)     # P[out, in]
random_t = P[n_si:, :n_si].sum() / n_si
assert abs(random_t - t_si) < 0.01
# Arriving occupation 1 on the silicon side and 0 on the sapphire side
out_si = P[:n_si, :n_si].sum() / n_si
out_sa = P[n_si:, :n_si].sum() / n_sa
random_gap = (1 + out_si) / 2 - (0 + out_sa) / 2
local_gap = 1 - (t_si + t_sa) / 2
assert abs(random_gap - local_gap) < 0.01

h0 = conductance(T0, [t_si] * 3, [vL_si, vT_si, vT_si])
h_reverse = conductance(T0, [t_sa] * 3, [vL_sa, vT_sa, vT_sa])
assert abs(h0 / h_reverse - 1) < 1e-12

# ---- Welded interface: elastic waves with common in-plane slowness p ----
# Units here: km/s, g/cm^3, s/km.
si = (vL_si / 1e3, vT_si / 1e3, rho_si / 1e3)
sa = (vL_sa / 1e3, vT_sa / 1e3, rho_sa / 1e3)


def wave_columns(p, solid, direction):
    """Displacement and traction of the L and in-plane T waves."""
    vL, vT, rho = solid
    shear = rho * vT**2
    lame = rho * vL**2 - 2 * shear
    columns, flux = [], []
    for v, longitudinal in ((vL, True), (vT, False)):
        q_abs = np.sqrt(1 / v**2 - p**2 + 0j)
        q = direction * q_abs
        ux, uz = (v * p, v * q) if longitudinal else (v * q, -v * p)
        columns.append(np.stack([ux + 0j, uz + 0j, shear * (q * ux + p * uz),
                                 lame * (p * ux + q * uz) + 2 * shear * q * uz], -1))
        flux.append(rho * v**2 * q_abs.real)
    return np.stack(columns, -1), np.stack(flux, -1)


def welded(p, a, b):
    """Sum over incident branches of transmission a to b, and energy defect."""
    incident, flux_a = wave_columns(p, a, +1)
    reflected, _ = wave_columns(p, a, -1)
    transmitted, flux_b = wave_columns(p, b, +1)
    matrix = np.concatenate([-reflected, transmitted], axis=-1)
    amplitude2 = np.abs(np.linalg.solve(matrix, incident))**2
    back = np.einsum("nm,nmj->nj", flux_a, amplitude2[:, :2, :])
    forward = np.einsum("nm,nmj->nj", flux_b, amplitude2[:, 2:, :])
    travelling = flux_a > 0
    safe = np.where(travelling, flux_a, 1.0)
    t = np.where(travelling, forward / safe, 0.0)
    r = np.where(travelling, back / safe, 0.0)
    defect = np.max(np.abs(np.where(travelling, t + r - 1, 0.0)))
    # The remaining transverse wave is polarized parallel to the interface.
    za = a[2] * a[1]**2 * np.sqrt(1 / a[1]**2 - p**2 + 0j)
    zb = b[2] * b[1]**2 * np.sqrt(1 / b[1]**2 - p**2 + 0j)
    t_parallel = 4 * za.real * zb.real / np.abs(za + zb)**2
    return t.sum(axis=1) + t_parallel, defect


n_p = 8000
dp = 1 / si[1] / n_p
p = (np.arange(n_p) + 0.5) * dp
sum_forward, defect1 = welded(p, si, sa)
sum_backward, defect2 = welded(p, sa, si)
sum_same, defect3 = welded(p, si, si)
energy_defect = max(defect1, defect2, defect3)
assert energy_defect < 1e-7
S_welded = 2 * np.sum(p * sum_forward) * dp * 1e-6
S_welded_back = 2 * np.sum(p * sum_backward) * dp * 1e-6
S_same = 2 * np.sum(p * sum_same) * dp * 1e-6
assert abs(S_welded / S_welded_back - 1) < 1e-7
assert abs(S_same / S_si - 1) < 1e-3
assert S_welded < min(S_si, S_sa)
h_welded = prefactor * T0**3 * S_welded

# ---- Elastic anisotropy of silicon, interface normal along a cube axis ----


def cubic_S(c11, c12, c44, rho):
    """Flux-weighted replacement of S from phase and group velocities."""
    n_mu, n_phi = 200, 100
    m = (np.arange(n_mu) + 0.5) / n_mu
    phi = (np.arange(n_phi) + 0.5) * (pi / 2) / n_phi
    m, phi = np.meshgrid(m, phi, indexing="ij")
    s = np.sqrt(1 - m**2)
    n = np.stack([s * np.cos(phi), s * np.sin(phi), m], -1).reshape(-1, 3)
    G = (c12 + c44) * n[:, :, None] * n[:, None, :]
    dG = np.zeros_like(G)
    for i in range(3):
        G[:, i, i] = c11 * n[:, i]**2 + c44 * (1 - n[:, i]**2)
        dG[:, i, i] = 2 * (c11 if i == 2 else c44) * n[:, 2]
    for i in range(2):
        dG[:, i, 2] = dG[:, 2, i] = (c12 + c44) * n[:, i]
    values, e = np.linalg.eigh(G)
    c = np.sqrt(values / rho)
    group_z = np.einsum("nij,nik,nkj->nj", e, dG, e) / (2 * rho * c)
    solid_angle = 2 * pi / (n_mu * n_phi)
    return np.sum(np.abs(group_z) / c**3) * solid_angle / pi


iso11, iso44 = rho_si * vL_si**2, rho_si * vT_si**2
assert abs(cubic_S(iso11, iso11 - 2 * iso44, iso44, rho_si) / S_si - 1) < 1e-4
S_cubic = cubic_S(C11, C12, C44, rho_si)
h_cubic = prefactor * T0**3 * S_cubic * S_sa / (S_cubic + S_sa)

# ---- Dispersion w = w_edge sin(v k / w_edge) at fixed transmission ----


def dispersion_ratio(T):
    x_edge = 2 * pi * hbar * edge_frequency / (kB * T)
    f = lambda x: kernel(x) * (np.arcsin(x / x_edge) * x_edge / x)**2 if x > 0 else 0.0
    return quad(f, 0, min(x_edge, 50.0), limit=200)[0] / bose4


x_edge0 = 2 * pi * hbar * edge_frequency / (kB * T0)
mean_x2 = quad(lambda x: x**2 * kernel(x), 0, 80)[0] / bose4
first_correction = mean_x2 / (3 * x_edge0**2)
assert abs((dispersion_ratio(T0) - 1) / first_correction - 1) < 0.05

# ---- Debye cutoff of the transverse silicon branches ----
k_debye = (6 * pi**2 * 4 / lattice_si**3)**(1 / 3)
theta_T = hbar * vT_si * k_debye / kB
cutoff_ratio = lambda T: quad(kernel, 0, min(theta_T / T, 80.0))[0] / bose4
T_cut5 = brentq(lambda T: cutoff_ratio(T) - 0.95, 10, 200)

# ---- Dominant phonon and temperature difference ----
x_peak = minimize_scalar(lambda x: -kernel(x), bounds=(1, 8), method="bounded").x
wavelength = 2 * pi * hbar * vT_si / (x_peak * kB * T0)
dT_linear = heat_flux / h0
A = h0 / T0**3
dT_full = (T0**4 + 4 * heat_flux / A)**0.25 - T0
# Independent check: integrate the differential conductance over the jump.
flux_back = quad(lambda T: conductance(T, [t_si] * 3, [vL_si, vT_si, vT_si]),
                 T0, T0 + dT_full)[0]
assert abs(flux_back / heat_flux - 1) < 1e-8

# ---- Output ----
print("INPUTS (rough typical values)")
print(f"silicon speeds L, T: {vL_si:.0f}, {vT_si:.0f} m/s")
print(f"sapphire speeds L, T: {vL_sa:.0f}, {vT_sa:.0f} m/s")
print(f"densities Si, sapphire: {rho_si:.0f}, {rho_sa:.0f} kg/m^3")
print(f"Si C11, C12, C44: {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"Si lattice constant: {lattice_si*1e9:.3f} nm")
print(f"Si transverse zone-edge frequency: {edge_frequency/1e12:.1f} THz")
print(f"temperature: {T0:.1f} K; film: {film*1e9:.0f} nm")
print(f"heat flux: {heat_flux/1e3:.1f} mW/mm^2")
print("CHECKS")
print(f"Bose integral of x^3: {bose3:.6f}")
print(f"Bose integral of conductance kernel: {bose4:.6f}")
print(f"largest box-sum relative error: {box_error:.1e}")
print(f"box-sum temperature exponent: {box_exponent:.4f}")
print(f"exponent if transmission ~ frequency^2: {rising_exponent:.4f}")
print(f"random-scattering transmission Si to sapphire: {random_t:.4f}")
print(f"random-scattering local gap fraction: {random_gap:.4f}")
print(f"welded-interface energy defect: {energy_defect:.1e}")
print("DIFFUSE MISMATCH RESULT")
print(f"prefactor pi^2 k^4/(30 hbar^3): {prefactor:.4e} W/(s^2 K^4)")
print(f"S silicon: {S_si:.4e} s^2/m^2")
print(f"S sapphire: {S_sa:.4e} s^2/m^2")
print(f"L share of silicon S: {100/vL_si**2/S_si:.1f} %")
print(f"one-T to L weight ratio in silicon: {(vL_si/vT_si)**2:.3f}")
print(f"transmission Si to sapphire: {t_si:.4f}")
print(f"transmission sapphire to Si: {t_sa:.4f}")
print(f"h/T^3: {A:.1f} W/(m^2 K^4)")
print(f"h at 4 K: {h0:.4e} W/(m^2 K)")
print(f"resistance at 4 K: {1e6/h0:.2f} K mm^2/W")
print(f"temperature difference, linear: {dT_linear*1e3:.2f} mK")
print(f"temperature difference, full T^4 law: {dT_full*1e3:.2f} mK")
print("NEGLECTED EFFECTS")
print(f"local jump / arriving-phonon difference: {local_gap:.3f}")
print(f"h from local jump at 4 K: {h0/local_gap:.4e} W/(m^2 K)")
print(f"welded specular mean transmission from Si: {S_welded/S_si:.4f}")
print(f"welded specular h at 4 K: {h_welded:.4e} W/(m^2 K)")
print(f"welded / diffuse h: {h_welded/h0:.3f}")
print(f"anisotropic S silicon (001): {S_cubic:.4e} s^2/m^2")
print(f"change of h from Si anisotropy: {100*(h_cubic/h0-1):+.1f} %")
for T in (4.0, 10.0, 20.0):
    print(f"Si transverse dispersion at {T:.0f} K: {100*(dispersion_ratio(T)-1):+.2f} %")
print(f"transverse Debye cutoff temperature: {theta_T:.0f} K")
print(f"cutoff removes 5 % at: {T_cut5:.1f} K")
print(f"peak of conductance kernel, hbar w/(k T): {x_peak:.3f}")
print(f"dominant transverse wavelength in Si: {wavelength*1e9:.1f} nm")
print(f"film thickness / wavelength: {film/wavelength:.1f}")
print("no test failed")
```

Printed output:

```
INPUTS (rough typical values)
silicon speeds L, T: 9000, 5300 m/s
sapphire speeds L, T: 10900, 6400 m/s
densities Si, sapphire: 2330, 3980 kg/m^3
Si C11, C12, C44: 166, 64, 80 GPa
Si lattice constant: 0.543 nm
Si transverse zone-edge frequency: 4.5 THz
temperature: 4.0 K; film: 100 nm
heat flux: 1.0 mW/mm^2
CHECKS
Bose integral of x^3: 6.493939
Bose integral of conductance kernel: 25.975758
largest box-sum relative error: 3.7e-04
box-sum temperature exponent: 2.9998
exponent if transmission ~ frequency^2: 5.0000
random-scattering transmission Si to sapphire: 0.4033
random-scattering local gap fraction: 0.5012
welded-interface energy defect: 6.2e-15
DIFFUSE MISMATCH RESULT
prefactor pi^2 k^4/(30 hbar^3): 1.0193e+10 W/(s^2 K^4)
S silicon: 8.3545e-08 s^2/m^2
S sapphire: 5.7245e-08 s^2/m^2
L share of silicon S: 14.8 %
one-T to L weight ratio in silicon: 2.884
transmission Si to sapphire: 0.4066
transmission sapphire to Si: 0.5934
h/T^3: 346.2 W/(m^2 K^4)
h at 4 K: 2.2159e+04 W/(m^2 K)
resistance at 4 K: 45.13 K mm^2/W
temperature difference, linear: 45.13 mK
temperature difference, full T^4 law: 44.38 mK
NEGLECTED EFFECTS
local jump / arriving-phonon difference: 0.500
h from local jump at 4 K: 4.4318e+04 W/(m^2 K)
welded specular mean transmission from Si: 0.5967
welded specular h at 4 K: 3.2520e+04 W/(m^2 K)
welded / diffuse h: 1.468
anisotropic S silicon (001): 7.9924e-08 s^2/m^2
change of h from Si anisotropy: -1.8 %
Si transverse dispersion at 4 K: +0.33 %
Si transverse dispersion at 10 K: +2.16 %
Si transverse dispersion at 20 K: +8.50 %
transverse Debye cutoff temperature: 461 K
cutoff removes 5 % at: 51.1 K
peak of conductance kernel, hbar w/(k T): 3.830
dominant transverse wavelength in Si: 16.6 nm
film thickness / wavelength: 6.0
no test failed
```
